# Why an Arrhenius plot of intrinsic density gives the extrapolated gap

Suppose the intrinsic carrier density $n_i$ of a wide-gap semiconductor is known between 600 and 1000 K. A plot of $\ln(n_i/T^{3/2})$ against $1/T$ is straight, and its slope gives 3.40 eV. In the example below, the actual gap at 800 K is 3.08 eV. If 3.40 eV is entered as the gap in the usual formula for $n_i$, the predicted density at 800 K is too low by a factor of 10, and any current proportional to $n_i^2$ by a factor of about 100. The plot is sound, but its slope measures something other than the gap at the temperatures of the data.

## The gap in the exponent

Take a neutral semiconductor in equilibrium, with parabolic bands and the Fermi level $\mu$ many $kT$ away from both band edges. Let $m_c$ and $m_v$ be the density-of-states masses, which absorb anisotropy and the number of equivalent valleys, and let them be independent of temperature. With $\varepsilon$ measured upward from the conduction-band edge $E_c$, the density of states, spin included, is

$$g_c(\varepsilon)=\frac{1}{2\pi^2}\left(\frac{2m_c}{\hbar^2}\right)^{3/2}\sqrt{\varepsilon}.$$

Far from the Fermi level the occupation is $e^{-(\varepsilon+E_c-\mu)/kT}$. Since $\int_0^\infty\sqrt{\varepsilon}\,e^{-\varepsilon/kT}d\varepsilon=\tfrac{\sqrt{\pi}}{2}(kT)^{3/2}$, the electron density is

$$n=N_c\,e^{-(E_c-\mu)/kT},\qquad N_c=2\left(\frac{m_ckT}{2\pi\hbar^2}\right)^{3/2}.$$

In the same way the hole density is $p=N_v\,e^{-(\mu-E_v)/kT}$, with $m_v$ in place of $m_c$. In the product the Fermi level cancels, and $E_c-E_v$ is the gap $E_g(T)$:

$$np=n_i^2=N_cN_v\,e^{-E_g(T)/kT}.$$

Both effective densities vary as $T^{3/2}$, so $\sqrt{N_cN_v}=B\,T^{3/2}$ with $B$ constant. Taking the square root, dividing by $T^{3/2}$ and taking the logarithm gives

$$\ln\frac{n_i}{T^{3/2}}=\ln B-\frac{E_g(T)}{2kT}.$$

(The logarithms refer to numerical values, with $n_i$ in cm$^{-3}$ and $T$ in K.) At each temperature the exponent contains the actual gap at that temperature.

## Why the slope misses it

Over the range of the data, let the gap fall linearly, $E_g(T)=E_0-aT$ with $a>0$. Then

$$-\frac{E_0-aT}{2kT}=-\frac{E_0}{2kT}+\frac{a}{2k},$$

and therefore

$$\ln\frac{n_i}{T^{3/2}}=\left(\ln B+\frac{a}{2k}\right)-\frac{E_0}{2k}\,\frac1T .$$

The fall of the gap is proportional to $T$, and the exponent divides it by $T$. What remains is a constant, which raises the line without tilting it. The slope contains $E_0$, the gap line extended to $T=0$, and the prefactor is enlarged by $e^{a/2k}$. A straight plot is therefore no evidence that the gap is constant.

For a gap of any smooth shape, define the slope energy

$$E_A=-2k\,\frac{d}{d(1/T)}\ln\frac{n_i}{T^{3/2}} .$$

With $u=1/T$, the varying part of the logarithm is $-uE_g/2k$, so $E_A=d(uE_g)/du=E_g+u\,dE_g/du$. Because $dT/du=-T^2$, the last term is $-T\,dE_g/dT$, and

$$E_A=E_g(T)-T\,\frac{dE_g}{dT}.$$

This is the value at $T=0$ of the tangent drawn to the gap curve at the measuring temperature. A constant gap returns itself; a linear gap returns $E_0$ at every temperature in the linear range.

The division by $T^{3/2}$ matters too. Without it the logarithm keeps a term $\tfrac32\ln T=-\tfrac32\ln u$, whose derivative with respect to $u$ is $-\tfrac32T$. Multiplied by $-2k$, this adds $3kT$ to the slope energy, which is the mean kinetic energy of an electron and a hole, $\tfrac32kT$ each. At 800 K it amounts to 0.21 eV.

## What the slope measures physically

A temperature-dependent gap is a free energy. In a simple picture for covalent crystals such as silicon carbide, creating a pair removes an electron from a bonding state, and this slightly softens the lattice vibrations. (In some semiconductors, such as lead chalcogenides and lead halide perovskites, the gap rises on heating instead, and $a$ is negative.) Let the pair cost an energy $E_0$ apart from vibrations, and let it lower the quantum $w$ of each of $M$ oscillators by a small amount $\delta$. Summing over all vibrational states multiplies the weight of the pair by a ratio of partition functions, so the energy in the exponent becomes $E_0$ plus the change in vibrational free energy. For one oscillator,

$$F=\frac w2+kT\ln\left(1-e^{-w/kT}\right),\qquad \frac{dF}{dw}=\frac12+\frac{1}{e^{w/kT}-1}=\frac12\coth\frac{w}{2kT}.$$

To first order in $\delta$,

$$E_g(T)=E_0-A\coth\frac{w}{2kT},\qquad A=\frac{M\delta}{2}.$$

This model has two limits. When $kT$ is well above $w$, $\coth x\approx 1/x+x/3$ gives

$$E_g\approx E_0-aT-\frac{Aw}{6kT},\qquad a=\frac{2kA}{w},$$

which is the linear law with a small correction. When $T\to0$, $\coth\to1$ and the gap flattens at $E_0-A$. The true zero-temperature gap thus lies below the extrapolated one by $A$, the contribution of zero-point motion.

The entropy of pair creation is $S=-dE_g/dT$, so $E_A=E_g+TS$ is the mean energy of creating a pair at the band edges (the enthalpy, if the gap is taken at constant pressure). In the classical limit each oscillator holds an average energy $kT$ whatever its frequency. Softening then leaves the mean vibrational energy unchanged, and the mean energy of the pair is just $E_0$. The softening does raise the entropy, and this lowers the free energy, which is the gap.

An explicit sum over oscillator levels shows the split. Take $E_0=3.40$ eV, $T=800$ K and 10,000 oscillators of 10 meV, softened so that $a=0.40$ meV/K. The free energy of the pair is 3.079 eV and its mean energy 3.399 eV. The difference, $TS$, is the 0.32 eV by which the linear gap has fallen.

## How large the effect is

The example uses $E_0=3.40$ eV, $a=0.40$ meV/K, $m_c=0.8$ and $m_v=1.0$ free-electron masses. The densities were obtained by numerical integration of the density of states times the Fermi occupation, with the Fermi level fixed by $n=p$.

| $T$ (K) | $E_g$ (eV) | $n_i$ (cm$^{-3}$) | $\ln(n_i/T^{3/2})$ |
|---|---|---|---|
| 600 | 3.16 | $3.21\times10^{6}$ | 5.3876 |
| 800 | 3.08 | $1.84\times10^{10}$ | 13.6074 |
| 1000 | 3.00 | $3.56\times10^{12}$ | 18.5394 |

The end points give

$$E_A=2k\,\frac{18.5394-5.3876}{1/600-1/1000}=(1.7235\times10^{-4})(19\,728)\ \text{eV}=3.40\ \text{eV}.$$

No temperature in the table has this gap. If the gap is instead held at its 800 K value throughout, with masses and temperature range unchanged, the same plot gives 3.08 eV. The difference between the two results comes from the temperature dependence of the gap alone.

The prefactor is enlarged by $e^{a/2k}=e^{2.321}=10.2$. This is the factor lost when $E_0$ is combined with the bare $N_c$ and $N_v$: at 800 K the result is $1.8\times10^{9}$ instead of $1.8\times10^{10}$ cm$^{-3}$.

A single density does yield the actual gap, provided the prefactor is known independently. At 800 K, $N_c=7.82\times10^{19}$ and $N_v=1.093\times10^{20}$ cm$^{-3}$, so $\sqrt{N_cN_v}=9.24\times10^{19}$ cm$^{-3}$ and

$$E_g=2kT\ln\frac{\sqrt{N_cN_v}}{n_i}=(0.1379\ \text{eV})(22.34)=3.08\ \text{eV}.$$

The slope cannot do this, because it compares densities at different temperatures, between which the gap has changed. The price of the single-point method is its need for absolute values: a 10% error in $n_i$ or in the prefactor shifts the gap by $0.1379\times\ln1.1$ eV, about 13 meV.

## Real material and real data

The parameters are rounded and lie in the rough regime of 4H silicon carbide, whose gap near room temperature is roughly 3.2 to 3.3 eV. The linear law gives 3.28 eV at 300 K. The gap of a real crystal does not stay linear down to low temperature, and it may still bend within the range of the data. To size this, take the coth law with the same $E_0$ and $a$ and one representative phonon energy, $w=70$ meV. This is a rough choice, since a real crystal has a broad spectrum, and thermal expansion also shifts the gap. Then $A=aw/2k=0.16$ eV, and four energies must be kept apart:

- actual gap at 800 K: 3.05 eV;
- true gap at 0 K: 3.24 eV;
- slope energy fitted from 600 to 1000 K: 3.34 eV;
- $E_0$, the value at $T=0$ of the straight line that the gap curve approaches at high temperature: 3.40 eV.

The fit falls 56 meV short of $E_0$ because $kT$ at 800 K is 69 meV, no larger than the phonon energy, so the gap curve still bends and its tangent meets $T=0$ below the asymptote. The tangent intercept is 3.35 eV at 800 K and 3.28 eV at 300 K, and it tends to the true zero-temperature gap on further cooling. There $n_i$ is far too small to measure: already at 300 K it is $2.1\times10^{-8}$ cm$^{-3}$, a number that has meaning through the product $np$. The hot line extended to 300 K gives $1.4\times10^{-8}$ cm$^{-3}$, too low by a factor of 1.5, because the plot for this curved gap becomes less steep on cooling.

Other effects were added to the linear-gap model one at a time, and the fit repeated:

- Non-parabolic bands, with $\varepsilon(1+\alpha\varepsilon)$ in place of $\varepsilon$ in the dispersion and $\alpha=0.3$ eV$^{-1}$ in both bands, raise the slope energy by 10 meV.
- Masses growing by $10^{-4}$ of their 800 K value per kelvin raise it by 15 meV.
- Debye screening by $10^{16}$ cm$^{-3}$ majority carriers, at relative permittivity 10, lowers it by 4 meV.

The values of $\alpha$ and of the mass growth are assumed, so these shifts indicate sizes only. Fermi statistics change the intrinsic density by about one part in $10^8$ at most. Breakdown and tunnelling do not enter, since the material is neutral and free of applied field.

Doping matters more than any of these if the wrong density is plotted. With $10^{16}$ cm$^{-3}$ fully ionised donors at 800 K, and screening left out, $n=1.0\times10^{16}$ and $p=3.4\times10^{4}$ cm$^{-3}$. The root $\sqrt{np}$ is still $1.84\times10^{10}$ cm$^{-3}$ (screening would raise it by about 2%), but $n$ itself is fixed by the donors. Plotting $n/T^{3/2}$ leaves only the factor $T^{-3/2}$, whose slope energy is $-3kT$; the fit gives $-0.20$ eV, which says nothing about the gap.

## What to do with the plot

Plot $\sqrt{np}$, or a quantity known to follow it. If $n_i$ is inferred from a diffusion current proportional to $n_i^2T^\gamma$, where $T^\gamma$ stands for diffusivity and lifetime, the square root carries an extra $T^{\gamma/2}$. By the argument used for $T^{3/2}$, this adds $\gamma kT$ to the slope energy, or 69 meV at 800 K for $\gamma=1$. It should be removed before the slope is read. This assumes fully ionised dopants. The diffusion current injected into a region also varies inversely with the majority density of that region, which rises with temperature when ionisation is incomplete. If the current is carried by electrons injected into a region with $10^{18}$ cm$^{-3}$ acceptors 0.2 eV deep, a depth typical of aluminium in silicon carbide, this lowers the slope energy fitted from 600 to 1000 K by about 77 meV if the acceptor degeneracy factor is 4, and by about 58 meV if it is 2. The current must therefore also be multiplied, before the root is taken, by the measured or calculated majority density of the region into which the carriers are injected. In a junction this is usually the more lightly doped side: against $10^{16}$ cm$^{-3}$ fully ionised donors, the same acceptors (degeneracy factor 4) lower the slope energy by only about 1 to 11 meV, for ratios of electron to hole diffusion velocity from 1 to 10. Heavy doping also narrows the gap, and the multiplication does not remove this: in the $10^{18}$ cm$^{-3}$ region, Debye screening by the holes lowers the slope energy by a further 17 meV or so.

Report the result as an extrapolated gap, together with the temperature range of the fit. To obtain the gap at a working temperature inside that range, subtract $aT$, with $a$ taken from a separate measurement of the gap against temperature over the same range; nearer room temperature the gap falls more slowly, and $a$ would come out too small. If the masses are known, $a$ also follows from the intercept of the plot, as $2k$ times its excess over $\ln B$. This is exact for a linear gap, parabolic bands and constant masses. The curved gap above gives 0.36 meV/K, close to its mean fall over the range, while the non-parabolic bands and the growing masses above give 0.43 and 0.42 meV/K for a true 0.40 meV/K.

In a device model, use one of two consistent pairs: the actual $E_g(T)$ with the bare $N_c$ and $N_v$, or $E_0$ with the prefactor enlarged by $e^{a/2k}$. Within the linear range they give the same $n_i$. The second pair serves for $n_i$ only: enlarged values of $N_c$ and $N_v$ would give wrong Fermi levels and wrong dopant ionisation. For those quantities, and outside the linear range, use the first pair with the measured gap curve.
